# When an evaporating sphere loses radius linearly, and when squared radius: test program

```python
"""
Result under test: an isothermal evaporating sphere obeys
    r0^2 - r^2 + 2*ell*(r0 - r) = 2*ell*k*t,   ell = 4*D/(alpha*vbar),
where r is radius, r0 initial radius, t time, k the recession speed in vacuum,
D the vapour diffusivity, alpha the evaporation coefficient and vbar the mean
thermal speed. For r << ell (vacuum) r is linear in t; for r >> ell (gas
diffusion) r^2 is linear in t. Internal units are SI.
Material inputs are rough typical values for solid copper near 1300 K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

kB = const.k
torr = const.torr
nm = 1e-9

# Rough inputs
temperature = 1300.0
p_sat = 1e-4 * torr
mass = 63.546 * const.atomic_mass
density = 8400.0
alpha = 1.0
D_760 = 2e-4                  # copper vapour in argon at 760 Torr, m^2/s
latent = 3.4 * const.e        # sublimation energy per atom
surface_energy = 1.5          # J/m^2
emissivity = 0.04
atom_diameter = 0.3 * nm      # for collisions within the vapour

omega = mass / density
n_sat = p_sat / (kB * temperature)
vbar = np.sqrt(8 * kB * temperature / (np.pi * mass))


def vacuum_flux(T, p):
    return alpha * p / np.sqrt(2 * np.pi * mass * kB * T)


flux = vacuum_flux(temperature, p_sat)
k_vac = omega * flux

# Flux from its definition: integrate v*f(v) over outward velocities
sigma_v = np.sqrt(kB * temperature / mass)
half_integral = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                     0, np.inf)[0]
flux_quadrature = alpha * n_sat * sigma_v * half_integral
assert abs(flux_quadrature / flux - 1) < 1e-8
assert abs(alpha * n_sat * vbar / 4 / flux_quadrature - 1) < 1e-8

# Finite-volume diffusion outside a sphere, radius scaled to one.
nodes = np.geomspace(1.0, 1e5, 3001)
conductance = ((nodes[1:] + nodes[:-1]) / 2)**2 / np.diff(nodes)


def numerical_flux_ratio(x):
    """Flux divided by vacuum flux, for x = r/ell, from the discrete PDE."""
    size = len(nodes) - 1
    bands = np.zeros((3, size))
    bands[1] = conductance
    bands[1, 1:] += conductance[:-1]
    bands[1, 0] += x
    bands[0, 1:] = -conductance[:-1]
    bands[2, :-1] = -conductance[:-1]
    source = np.zeros(size)
    source[0] = x
    concentration = solve_banded((1, 1), bands, source)
    return 1 - concentration[0]


for x in (0.01, 1.0, 80.0):
    assert abs(numerical_flux_ratio(x) * (1 + x) - 1) < 1e-4


def lifetime_formula(r0, ell):
    return r0 / k_vac * (1 + r0 / (2 * ell))


def radius_formula(t, r0, ell):
    c = r0**2 + 2 * ell * r0 - 2 * ell * k_vac * t
    return c / (ell + np.sqrt(ell**2 + c))


def integrate_atoms(r0, ell, fractions):
    """Integrate N/N0 with the numerical diffusion flux; return r/r0."""
    scaled_life = lifetime_formula(r0, ell) * k_vac / r0

    def loss(t, y):
        q = np.cbrt(max(y[0], 1e-15))
        return [-3 * q**2 * numerical_flux_ratio(q * r0 / ell)]

    times = np.array(fractions) * scaled_life
    sol = solve_ivp(loss, (0, times[-1]), [1.0], t_eval=times,
                    rtol=1e-7, atol=1e-11)
    assert sol.success
    return np.cbrt(sol.y[0])


print("INPUTS (rough, solid Cu)")
print(f"temperature = {temperature:.0f} K")
print(f"saturation pressure = {p_sat / torr:.1e} Torr")
print(f"density = {density / 1000:.2f} g/cm3")
print(f"evaporation coefficient = {alpha:.1f}")
print(f"D in argon at 760 Torr = {D_760 * 1e4:.1f} cm2/s")
print(f"sublimation energy = {latent / const.e:.2f} eV/atom")
print(f"surface energy = {surface_energy:.2f} J/m2")
print(f"emissivity at r0 = {emissivity:.3f}")
print(f"vapour collision diameter = {atom_diameter / nm:.2f} nm")
print("RATES")
print(f"atomic volume = {omega / nm**3:.5f} nm3")
print(f"mean thermal speed = {vbar:.1f} m/s")
print(f"vacuum flux = {flux:.4e} atoms/(m2 s)")
print(f"vacuum recession speed = {k_vac / nm:.4f} nm/s")
print(f"vapour/solid density ratio = {n_sat * omega:.2e}")
assert n_sat * omega < 1e-6

fractions = [0.1, 0.5, 0.9, 0.99]
cases = [("A", 1000 * nm, 1e-6), ("B", 1000 * nm, 760.0),
         ("C", 100000 * nm, 760.0)]
half_radius = {}
wrong_ratio = {}
for name, r0, pressure in cases:
    ell = 4 * D_760 * (760.0 / pressure) / (alpha * vbar)
    life = lifetime_formula(r0, ell)
    numeric = integrate_atoms(r0, ell, fractions)
    closed = radius_formula(np.array(fractions) * life, r0, ell) / r0
    assert np.max(np.abs(numeric - closed)) < 3e-4
    half_radius[name] = numeric[1]
    square_guess = 0.1 / (1 - numeric[0]**2)
    linear_guess = 0.1 / (1 - numeric[0])
    wrong_ratio[name] = (square_guess, linear_guess)
    print(f"CASE {name}: r0 = {r0 / nm:.0f} nm, gas {pressure:.3g} Torr")
    print(f"  ell = {ell / nm:.4g} nm, r0/ell = {r0 / ell:.3g}")
    print(f"  lifetime = {life:.4g} s")
    print(f"  r/r0 at half lifetime = {numeric[1]:.4f}")
    print(f"  life guess/true, r^2 line = {square_guess:.3f}")
    print(f"  life guess/true, r line = {linear_guess:.3f}")
assert abs(half_radius["A"] - 0.5) < 1e-3
assert abs(half_radius["C"] - np.sqrt(0.5)) < 0.01
assert half_radius["A"] < half_radius["B"] < half_radius["C"]
assert wrong_ratio["A"][0] < 0.55 and wrong_ratio["C"][1] > 1.85


def random_flight_escape(knudsen, walkers, rng):
    """Escape probability of emitted atoms, unit absorbing sphere.

    Isotropic scattering, mean free path = knudsen. Return from beyond
    the outer radius is included through the far 1/r capture probability,
    whose strength follows from detailed balance.
    """
    outer = 3 + 10 * knudsen
    r = np.ones(walkers)
    mu = np.sqrt(rng.random(walkers))
    first = True
    escaped = 0
    inverse_sum = 0.0
    while r.size:
        step = knudsen * rng.standard_exponential(r.size)
        if first:
            hit = np.zeros(r.size, dtype=bool)
            first = False
        else:
            inside = 1 - r**2 * (1 - mu**2)
            distance = -r * mu - np.sqrt(np.maximum(inside, 0))
            hit = (mu < 0) & (inside > 0) & (distance < step)
        new_r = np.sqrt(r**2 + step**2 + 2 * r * step * mu)
        out = (~hit) & (new_r > outer)
        escaped += np.count_nonzero(out)
        inverse_sum += np.sum(1 / new_r[out])
        r = new_r[~hit & ~out]
        mu = 2 * rng.random(r.size) - 1
    reached = escaped / walkers
    mean_inverse = inverse_sum / escaped
    return reached / (1 + 0.75 * reached * mean_inverse / knudsen)


print("RANDOM FLIGHTS: mean free path/r, escape, series law")
rng = np.random.default_rng(12345)
escape = {}
for kn in (0.03, 0.1, 1.0, 10.0):
    escape[kn] = random_flight_escape(kn, 200000, rng)
    series = 1 / (1 + 3 / (4 * kn))
    ratio = escape[kn] / series
    print(f"  {kn:5.2f}  {escape[kn]:.4f}  {series:.4f}  ratio {ratio:.3f}")
    # The series law is an interpolation: allow its transition-regime error
    assert 0.96 < ratio < 1.20
assert abs(escape[0.03] / (4 * 0.03 / 3) - 1) < 0.06
assert abs(escape[10.0] - 1) < 0.05

# Radiatively heated sphere in vacuum: coupled radius and temperature
r_start = 1000 * nm


def pressure_at(T):
    return p_sat * np.exp(-latent / kB * (1 / T - 1 / temperature))


def heated_sphere(power):
    """Emissivity proportional to r**power; times to 0.55 r0 and 0.1 r0."""
    def rhs(t, y):
        q, T = y
        j = vacuum_flux(T, pressure_at(T))
        heating = emissivity * q**power * const.sigma * (temperature**4 - T**4)
        dT = omega * (heating - j * latent) / (q * r_start * kB)
        return [-omega * j / r_start, dT]

    def middle(t, y):
        return y[0] - 0.55

    def end(t, y):
        return y[0] - 0.1

    end.terminal = True
    sol = solve_ivp(rhs, (0, 1e5), [1.0, temperature], method="Radau",
                    events=(middle, end), rtol=1e-7, atol=1e-9)
    assert sol.success and len(sol.t_events[1]) == 1
    return sol.t_events[0][0], sol.t_events[1][0], sol.y_events[1][0][1]


isothermal_time = 0.9 * r_start / k_vac
print("NEGLECTED EFFECTS, CASE A")
print(f"isothermal time to 0.1 r0 = {isothermal_time:.1f} s")
linearity = {}
for power, label in ((0, "constant"), (1, "prop. to r")):
    t_mid, t_end, T_end = heated_sphere(power)
    linearity[power] = t_mid / t_end
    print(f"emissivity {label}: time to 0.1 r0 = {t_end:.1f} s")
    print(f"  cooling at 0.1 r0 = {temperature - T_end:.2f} K")
    print(f"  time share to 0.55 r0 = {linearity[power]:.4f}")
    assert t_end > isothermal_time
assert abs(linearity[0] - 0.5) < 1e-3
assert linearity[1] < 0.49

kelvin_length = 2 * surface_energy * omega / (kB * temperature)
kelvin_life = quad(lambda q: np.exp(-kelvin_length / (r_start * q)),
                   0, 1, limit=200)[0]
print(f"curvature length = {kelvin_length / nm:.3f} nm")
print(f"curvature shortens life by {100 * (1 - kelvin_life):.2f} %")
hotter = temperature + 10
speed_ratio = vacuum_flux(hotter, pressure_at(hotter)) / flux
print(f"10 K hotter: speed up by {100 * (speed_ratio - 1):.1f} %")
vapour_path = 1 / (np.sqrt(2) * np.pi * atom_diameter**2 * n_sat)
print(f"vapour mean free path/r0 = {vapour_path / r_start:.2e}")
assert vapour_path > 1000 * r_start
assert 0 < 1 - kelvin_life < 0.05

print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (rough, solid Cu)
temperature = 1300 K
saturation pressure = 1.0e-04 Torr
density = 8.40 g/cm3
evaporation coefficient = 1.0
D in argon at 760 Torr = 2.0 cm2/s
sublimation energy = 3.40 eV/atom
surface energy = 1.50 J/m2
emissivity at r0 = 0.040
vapour collision diameter = 0.30 nm
RATES
atomic volume = 0.01256 nm3
mean thermal speed = 658.1 m/s
vacuum flux = 1.2222e+20 atoms/(m2 s)
vacuum recession speed = 1.5353 nm/s
vapour/solid density ratio = 9.33e-12
CASE A: r0 = 1000 nm, gas 1e-06 Torr
  ell = 9.238e+11 nm, r0/ell = 1.08e-09
  lifetime = 651.3 s
  r/r0 at half lifetime = 0.5000
  life guess/true, r^2 line = 0.526
  life guess/true, r line = 1.000
CASE B: r0 = 1000 nm, gas 760 Torr
  ell = 1216 nm, r0/ell = 0.823
  lifetime = 919.3 s
  r/r0 at half lifetime = 0.5714
  life guess/true, r^2 line = 0.660
  life guess/true, r line = 1.268
CASE C: r0 = 100000 nm, gas 760 Torr
  ell = 1216 nm, r0/ell = 82.3
  lifetime = 2.744e+06 s
  r/r0 at half lifetime = 0.7036
  life guess/true, r^2 line = 0.988
  life guess/true, r line = 1.926
RANDOM FLIGHTS: mean free path/r, escape, series law
   0.03  0.0393  0.0385  ratio 1.023
   0.10  0.1239  0.1176  ratio 1.054
   1.00  0.6517  0.5714  ratio 1.140
  10.00  0.9637  0.9302  ratio 1.036
NEGLECTED EFFECTS, CASE A
isothermal time to 0.1 r0 = 586.2 s
emissivity constant: time to 0.1 r0 = 629.9 s
  cooling at 0.1 r0 = 3.12 K
  time share to 0.55 r0 = 0.5000
emissivity prop. to r: time to 0.1 r0 = 691.2 s
  cooling at 0.1 r0 = 20.97 K
  time share to 0.55 r0 = 0.4656
curvature length = 2.100 nm
curvature shortens life by 1.38 %
10 K hotter: speed up by 25.6 %
vapour mean free path/r0 = 3.37e+06
ALL CHECKS PASSED
```
